\section*{Detailed-balance kinetic Monte Carlo rates for electrochemical deposition and dissolution}

\section{What the layer symmetry fixes}

Add one complete layer to a thick crystal deposit. The surface has the same shape as before, one layer higher. If the crystal has $M$ surface columns and the energy per atom of a complete layer is $\varepsilon$, the energy has changed by $M\varepsilon$ whatever the shape. Hence $U-\varepsilon N$, with $U$ the energy and $N$ the number of deposited atoms, does not change when all columns are raised together. It depends on the surface shape alone:
\begin{equation}
U=\varepsilon N+F(\text{shape}).
\label{eq:sym}
\end{equation}
The electrode potential can favour growth or dissolution only through the term linear in $N$. At equilibrium that term must be cancelled by the chemical potential of the supply, leaving $F$. Dimensional analysis adds that a rate is a frequency times a function of dimensionless quantities, here the ion activity and energies divided by $kT$. The task is to find the energies and to distribute them between attachment and dissolution.

The model is a simple-cubic solid-on-solid deposit: columns of integer height $h_i$ on a periodic square lattice, without overhangs, with energy $-\varphi$ ($\varphi>0$) for each pair of touching atoms. An ion $\mathrm{M}^{z+}$ is discharged and attached in one event. The ion activity $a$, the electrode potential $E$ and the temperature are uniform and fixed. Vibrational free energies are taken to be equal at all sites.

\section{First attempt: one rate for all sites}

The simplest choice gives every site the same pair of rates,
\begin{equation}
k_+=\nu e^{-\alpha f\eta},\qquad k_-=\nu e^{(1-\alpha)f\eta},\qquad f=\frac{ze}{kT},
\label{eq:naive}
\end{equation}
where $\eta=E-E_{\rm eq}$ is the overpotential, negative for deposition, and $\alpha$ is the charge-transfer coefficient. At $\eta=0$ the two rates are equal and the average growth is zero. Yet each column is then an independent random walk with steps $\pm1$, each at rate $\nu$, so its height variance is $2\nu t$ and the surface roughens without limit. Zero average growth is therefore necessary but not sufficient: the rates must also know the surface energy $F$.

\subsection{The surface energy}

Two neighbouring columns touch along $\min(h_i,h_j)$ lateral bonds, and
\begin{equation}
\min(h_i,h_j)=\tfrac12(h_i+h_j)-\tfrac12|h_i-h_j| .
\end{equation}
Each column belongs to four neighbour pairs, so summing $\tfrac12(h_i+h_j)$ over pairs gives $\tfrac12\cdot4N=2N$. There are $N-M$ vertical bonds. Therefore
\begin{align}
U&=-\varphi(N-M)-\varphi\Big(2N-\tfrac12\sum_{\langle ij\rangle}|h_i-h_j|\Big)\nonumber\\
&=-3\varphi N+\frac{\varphi}{2}\sum_{\langle ij\rangle}|h_i-h_j|+\varphi M .
\label{eq:U}
\end{align}
This has the form \eqref{eq:sym} with $\varepsilon=-3\varphi$, the energy of an atom at a kink, which has one bond below and two at the side.

\section{Second attempt: bonds without a reference}

Bonds hold atoms back, which suggests multiplying the dissolution rate in \eqref{eq:naive} by $e^{-nb}$, where $b=\varphi/kT$ and $n$ is the number of lateral neighbours. The ratio becomes
\begin{equation}
\frac{k_+}{k_-}=e^{-f\eta+nb}.
\end{equation}
At a kink, $n=2$, the two rates balance when $f\eta=2b$, that is, at $\eta=2\varphi/(ze)$ instead of zero. For $\varphi=0.05$~eV and $z=2$ this is $+50$~mV: the simulated crystal would grow at its nominal equilibrium potential. The bond energies must be measured from the same reference as the electrode potential.

\subsection{The supply}

The atom is supplied as an ion from the solution and $z$ electrons from the metal. With electric potentials $\psi_S$ and $\psi_M$ in the two phases, the electrochemical potentials are $\mu_{\rm ion}^{0}+kT\ln a+ze\psi_S$ and $\mu_e-e\psi_M$. Their sum, with $z$ electrons, is
\begin{equation}
\mu=\mu_{\rm ion}^{0}+z\mu_e+kT\ln a-ze(\psi_M-\psi_S).
\end{equation}
The measured $E$ differs from $\psi_M-\psi_S$ by a constant set by the reference electrode. All constants are collected in the standard potential $E_0$, defined as the potential at which the supply is in equilibrium with this crystal at $a=1$, where $\mu=-3\varphi$:
\begin{equation}
\mu=-3\varphi+kT\ln a-ze(E-E_0).
\label{eq:mu}
\end{equation}
Setting $\mu=-3\varphi$ at general activity gives the Nernst potential, and inserting it back gives the driving force:
\begin{equation}
E_{\rm eq}=E_0+\frac{kT}{ze}\ln a,\qquad \mu+3\varphi=-ze\eta .
\label{eq:nernst}
\end{equation}

With the supply as a reservoir, the weight of a configuration is $e^{-\Omega/kT}$ with $\Omega=U-\mu N$. From \eqref{eq:U} and \eqref{eq:nernst}, up to a constant,
\begin{equation}
\Omega=\frac{\varphi}{2}\sum_{\langle ij\rangle}|h_i-h_j|+ze\eta N .
\label{eq:Omega}
\end{equation}

\subsection{The change in one event}

Let an atom be added to column $i$, of whose four neighbours $n$ are higher. The height difference to each of these $n$ falls by one; to each of the other $4-n$ it rises by one. Thus
\begin{equation}
\Delta\Omega=\frac{\varphi}{2}\big[(4-n)-n\big]+ze\eta=(2-n)\varphi+ze\eta .
\label{eq:dOmega}
\end{equation}
Detailed balance demands $e^{-\Omega/kT}k_+=e^{-(\Omega+\Delta\Omega)/kT}k_-$, hence
\begin{equation}
\frac{k_+(n)}{k_-(n)}=e^{-f\eta-b(2-n)} .
\label{eq:ratio}
\end{equation}

\section{The rates}

Equation \eqref{eq:ratio} fixes the ratio and leaves the product free. A share $\alpha$ of the electrical term and a share $\lambda$ of the bond term can be assigned to attachment, and the remainder, with opposite sign, to dissolution:
\begin{align}
k_+(n)&=k_0\,a\,e^{-\alpha f(E-E_0)-\lambda b(2-n)},\nonumber\\
k_-(n)&=k_0\,e^{(1-\alpha)f(E-E_0)+(1-\lambda)b(2-n)} .
\label{eq:rates}
\end{align}
Attachment is proportional to the ion activity; dissolution at fixed $E$ does not depend on it. To express the rates through $\eta$, use $f(E-E_0)=f\eta+\ln a$. The prefactor of $k_+$ becomes $k_0a\,a^{-\alpha}$ and that of $k_-$ becomes $k_0a^{1-\alpha}$. They are equal, so
\begin{align}
k_+(n)&=\nu e^{-\alpha f\eta-\lambda b(2-n)},\nonumber\\
k_-(n)&=\nu e^{(1-\alpha)f\eta+(1-\lambda)b(2-n)},\qquad \nu=k_0a^{1-\alpha}.
\label{eq:rateseta}
\end{align}
Division returns \eqref{eq:ratio} for any $\alpha$ and $\lambda$. These two numbers describe the barrier and belong to kinetics, not to equilibrium. A site-dependent factor is also allowed, provided that an event and its reverse share it.

\subsection{Third failure: counting the neighbours}

The number $n$ belongs to the atom that is added or removed. Before attachment, the new atom's lateral neighbours are the columns with $h_j>h_i$. Before removal, the top atom of column $i$ already exists, and its neighbours are the columns with $h_j\ge h_i$. Using the strict inequality in both cases looks symmetric but describes two different atoms. An atom in a flat terrace would then count as having $n=0$ instead of $n=4$, and its removal at $\lambda=0$ would be too fast by $e^{4b}$. An adatom, with $n=0$ under either rule, would be treated correctly. Since the error differs between sites, no shift of the potential can restore \eqref{eq:ratio}.

\section{Why the average growth vanishes}

At $\eta=0$ the weight $e^{-\Omega/kT}$ is the same for a surface and for the same surface one layer higher, so it cannot be normalised over all heights. It can be normalised over shapes, that is, over heights counted from the lowest column:
\begin{equation}
\pi(s)\propto\exp\Big(-\frac b2\sum_{\langle ij\rangle}|h_i-h_j|\Big).
\label{eq:pi}
\end{equation}
If the highest column stands $H$ above the lowest, a path of neighbours between them contributes at least $H$ to the sum. At most $(H+1)^M$ shapes have this $H$, and $\sum_H(H+1)^Me^{-bH/2}$ converges for $b>0$.

Each attachment $s\to s'$ has one reverse removal. By \eqref{eq:ratio} at $\eta=0$, $\pi(s)k_+=\pi(s')k_-$ for every such pair. This makes $\pi$ stationary, and the average growth is
\begin{equation}
\frac{d\langle N\rangle}{dt}=\sum_{s\to s'}\big[\pi(s)k_+-\pi(s')k_-\big]=0 .
\label{eq:zero}
\end{equation}
The sums converge because the rates are bounded. Every shape can be reached from every other, so the stationary distribution is unique. Equation \eqref{eq:zero} concerns the stationary average; in a single run $N$ still fluctuates.

\subsection{The sign of growth away from equilibrium}

For $\eta\ne0$, consider first a chain in which the height span of the surface is capped, so that the number of shapes is finite. The cap forbids a move together with its reverse and leaves \eqref{eq:ratio} intact for the rest. Let $p$ be the stationary distribution and $J=p(s)k_+-p(s')k_-$ the net flux of an attachment. The entropy production is
\begin{equation}
\frac{\sigma}{k}=\sum_{s\to s'}J\,\ln\frac{p(s)k_+}{p(s')k_-}\ \ge 0,
\end{equation}
since $(x-y)\ln(x/y)\ge0$. The logarithm equals $g(s)-g(s')-f\eta$ with $g=\ln p+F/kT$. In a stationary state the net flux into each shape is zero, so the terms with $g$ sum to zero, leaving
\begin{equation}
\frac{\sigma}{k}=-f\eta\,\frac{d\langle N\rangle}{dt}\ge0 .
\label{eq:sigma}
\end{equation}
Growth thus cannot have the sign of $\eta$. Nor can it vanish: then every $J$, and with it every logarithm, would be zero. But adding the logarithms along the filling of one flat layer cancels $g$, because the final shape is the initial one, and gives $-Mf\eta\neq0$. Without the cap the same argument requires that a stationary shape distribution exists and that the sums converge. The argument holds for a finite number of columns and fixes only the sign of the growth; its magnitude depends on the size of the surface.

\subsection{Deposition and dissolution are not mirror images}

Turn the surface upside down, $h_i\to-h_i$. A removal with $n'$ neighbours becomes an attachment with $n=4-n'$, so $2-n'=-(2-n)$. Its rate from \eqref{eq:rateseta} is $\nu e^{(1-\alpha)f\eta-(1-\lambda)b(2-n)}$, which is the attachment rate with $\alpha\to1-\alpha$, $\lambda\to1-\lambda$ and $\eta\to-\eta$. At fixed $\nu$ the growth rate $V$ per column therefore obeys
\begin{equation}
V(\eta;\alpha,\lambda)=-V(-\eta;1-\alpha,1-\lambda).
\label{eq:mirror}
\end{equation}
For $\alpha=\lambda=\tfrac12$ growth is odd in $\eta$. For $\lambda=0$, where attachment ignores the neighbours, it need not be.

\section{The algorithm and its starting state}

\begin{enumerate}
\item For each column, count the neighbours by the two rules and compute $k_+$ and $k_-$ from \eqref{eq:rates}.
\item Sum all $2M$ rates to $R$ and advance the clock by an exponential waiting time of mean $1/R$.
\item Choose an event with probability equal to its rate divided by $R$, and change the height by $\pm1$.
\item After a burn-in, count attachments and removals in a fixed time window.
\item Repeat with independent replicas; their scatter gives the standard error.
\end{enumerate}

The burn-in matters even at equilibrium. On a flat surface all attachments have $n=0$ and all removals $n=4$, so for $\eta=0$ the initial growth rate per column is
\begin{equation}
V(0)=\nu\big(e^{-2\lambda b}-e^{-2(1-\lambda)b}\big),
\label{eq:flat}
\end{equation}
which for $\lambda=0$ is $\nu(1-e^{-2b})$. This is no failure of detailed balance: a flat surface is one shape, not the distribution \eqref{eq:pi}. As the shapes relax to $\pi$, the mean growth rate tends to zero.

\section{Numbers}

Take round model parameters, not fitted to any particular metal: $z=2$, $T=298.15$~K, $\varphi=0.05$~eV, $a=0.01$, $k_0=100~\mathrm{s^{-1}}$, $\alpha=0.5$, $\lambda=0$. With $kT=0.025693$~eV,
\begin{align}
b&=0.05/0.025693=1.946,\nonumber\\
E_{\rm eq}-E_0&=\tfrac12(25.693~\mathrm{mV})\ln0.01=-59.16~\mathrm{mV},\nonumber\\
\nu&=100\times0.01^{1/2}=10~\mathrm{s^{-1}} .
\end{align}
At $E_{\rm eq}$ every site has $k_+=10~\mathrm{s^{-1}}$, while $k_-=10\,e^{1.946(2-n)}~\mathrm{s^{-1}}$:
\begin{center}
\begin{tabular}{lccccc}
$n$ & 0 & 1 & 2 & 3 & 4\\
$k_-$ ($\mathrm{s^{-1}}$) & 490 & 70.0 & 10.0 & 1.43 & 0.204
\end{tabular}
\end{center}
Only the kink is balanced site by site. Elsewhere equilibrium arises because weakly bound atoms are rare and strongly bound ones common.

\subsection{A cell that can be solved completely}

The ratio \eqref{eq:ratio} was tested against explicit counting of touching cubes for 300 random surfaces, potentials, activities and values of $\alpha$ and $\lambda$; the logarithm agreed to $10^{-13}$. A $3\times2$ periodic cell with height span at most 2 has 665 shapes, and its master equation can be solved directly. Along the axis of length 2 the same column is the neighbour on both sides, and its bonds are counted twice. At $E_{\rm eq}$, for four choices of $(\alpha,\lambda)$, the solution reproduced \eqref{eq:pi} and gave growth below $10^{-14}$ layers/s, which is rounding error. With the wrong removal count the same cell dissolves at 214 layers/s at its equilibrium potential.

At $\eta=-10$~mV the cell grows at 2.017 layers/s. Since $f|\eta|=0.7784$ and a layer has six atoms, \eqref{eq:sigma} gives $0.7784\times6\times2.017=9.42~k/\mathrm{s}$, equal to the entropy production summed over all moves. At $-5$~mV the growth is 0.712 layers/s, so doubling the overpotential multiplies it by 2.8: the response is not linear in this range. These figures belong to the span limit of 2; raising it to 4 shifts the two growth rates to 2.072 and 0.722 layers/s (a factor 2.9) and the wrong-count dissolution from 214 to 213 layers/s. The Monte Carlo algorithm, run on the same cell at $-10$~mV, gave $1.983\pm0.019$ layers/s, 1.8 standard errors below the direct solution.

\subsection{A larger surface}

For an $8\times8$ surface without a cap, 160 replicas observed for 2~s gave, in layers/s:
\begin{center}
\begin{tabular}{rcccc}
$\eta$ (mV) & attached & removed & net & std.\ error\\
$-10$ & 14.77 & 11.95 & $+2.827$ & 0.026\\
$0$ & 10.004 & 10.000 & $+0.004$ & 0.005\\
$+10$ & 6.78 & 8.02 & $-1.239$ & 0.026
\end{tabular}
\end{center}
At equilibrium the net growth is zero within one standard error, and that error is 0.05\% of either gross flux. The flat starting surface, by contrast, begins to grow at $10(1-0.0204)=9.80$ layers/s, nearly the full attachment flux. The complete figures are in the numerical output.

The removal flux shows how the surface adapts. For $\lambda=0$ it equals the kink removal rate times the average of $e^{b(2-n)}$ over the top atoms. At equilibrium \eqref{eq:zero} forces this average to be 1. At $-10$~mV the kink rate is $6.776~\mathrm{s^{-1}}$, so the average is $11.95/6.776=1.76$: deposition leaves more weakly bound atoms exposed. At $+10$~mV the kink rate is $14.76~\mathrm{s^{-1}}$, because $\alpha=\tfrac12$ exchanges the two kink rates when $\eta$ changes sign, and the average is $8.02/14.76=0.54$: the exposed atoms are, in this average, more firmly bound than at equilibrium. Most removals still take kink atoms or looser ones, since atoms with $n\ge3$ contribute at most $e^{-b}=0.14$ to the average. On this surface deposition is accordingly 2.3 times faster than dissolution at the same $|\eta|$. The driven rates are not converged in the size of the surface: a $20\times20$ surface gives about $+2.95$ and $-1.39$ layers/s, a ratio of 2.1, and at $-2$~mV the growth rises from about 0.11 to 0.19 layers/s between $6\times6$ and $20\times20$. By \eqref{eq:mirror} this asymmetry comes from the choice $\lambda=0$; with $\lambda=\tfrac12$ it would vanish, because $\alpha=\tfrac12$ here; for another $\alpha$ an asymmetry would remain.

\section{Where the construction stops}

Surface diffusion can be added without disturbing the result if each hop and its reverse have the rate ratio $e^{-\Delta F/kT}$: hops conserve $N$ and leave $\pi$ stationary. Adsorbed additives, partly discharged ions or a double-layer energy that varies with surface shape require extra terms in $\Omega$, and \eqref{eq:ratio} must then be derived again from the new $\Delta\Omega$. If deposition depletes the solution near the surface, $a$ is no longer a fixed reservoir property and must be followed with the heights. When terms are added to $\Omega$, the order of work stays the same: first the grand potential, then the ratio, and last the division of the ratio between the two rates.

\section*{Numbers as computed}
\begin{verbatim}
temperature: 298.15 K;  kT: 0.025693 eV
charge number z: 2;  bond energy: 0.05 eV;  b = phi/kT: 1.9461
k0: 100.0 1/s;  activity: 0.01;  alpha: 0.5;  lambda: 0
E_eq - E0: -59.159 mV
kink exchange rate nu: 10.0000 1/s
rates at E_eq: n, attachment (1/s), removal (1/s)
  0  10.0000  490.1736
  1  10.0000  70.0124
  2  10.0000  10.0000
  3  10.0000  1.4283
  4  10.0000  0.2040
kink at eta = -10 mV: attach 14.7583, remove 6.7759 1/s
z e (10 mV)/kT: 0.7784
largest error of ln(rate ratio), 300 cube counts: 6.9e-14
3x2 cell, span <= 2: 665 shapes, 2724 move pairs
largest |growth| at E_eq, 4 (alpha, lambda): 2.9e-15 layers/s
largest deviation from Boltzmann probability: 4.4e-16
exact 3x2 cell: eta (mV), growth (layers/s), entropy rate (k_B/s)
  -10  +2.01733  9.42215
  -5  +0.71187  1.66242
  +5  -0.43367  1.01274
  +10  -0.82599  3.85787
wrong removal count, growth at E_eq: -213.8160 layers/s
flat surface at E_eq, initial growth: +9.7960 layers/s
Monte Carlo 3x2, eta = -10 mV: +1.9833 +/- 0.0185 layers/s (1000 replicas, 2 to 6 s)
Monte Carlo 8x8: 160 replicas, window 0.5 to 2.5 s
eta (mV), attached, removed, net, standard error (layers/s)
  -10  14.7731  11.9460  +2.8271  0.0259
  +0  10.0039  9.9995  +0.0044  0.0051
  +10  6.7790  8.0180  -1.2390  0.0257
\end{verbatim}
